Operator ordering in valence-band Hamiltonians of heterostructures after remote-band elimination, part 1

(Sections cited here and not found follow in the second part.)

## First half: from coupled bands to a valence-band Hamiltonian

A semiconductor well lies between two barriers, with growth along z. Both crystals have the zinc-blende structure and share one set of cubic axes. The states of interest are holes near the valence-band top. A bulk k·p Hamiltonian describes each crystal by a few mass parameters, and these parameters differ between well and barrier. In the bulk, k_x, k_y and k_z are numbers. In the well, k_z becomes the operator −i d/dz, which does not commute with a mass parameter that depends on z. The problem is to find where each parameter stands relative to k_z, and to compare the answer with the result of symmetrizing the bulk expression.

The following conventions hold throughout. Energies are electron energies, so a hole state deeper in the well's valence band has a lower energy. The free-electron constant is

T = ħ²/2m₀,

with m₀ the free-electron mass. In-plane translation symmetry makes k_x and k_y numbers. Greek indices α, β run over the valence orbitals X, Y, Z; the index r runs over remote bands; i and j run over the axes x, y, z.

### (a) Obtain coupled equations for the envelopes in which the momentum matrix elements do not depend on position. State what has been dropped.

**Solution.** Let U_n(r) be the real, orthonormal, cell-periodic functions at the zone centre of the well crystal. They are used in the barrier too. Write the wavefunction as

ψ(r) = Σ_n φ_n(r) U_n(r).

The operator p = −iħ∇ obeys the product rule, and pφ_n = ħkφ_n with k = −i∇. Therefore

p²(φ_n U_n) = (ħ²k²φ_n) U_n + 2(ħkφ_n)·(pU_n) + φ_n (p²U_n).

Divide by 2m₀, add the crystal potential V(r), multiply by U_m and average over one unit cell. If the envelopes vary slowly over a cell, they can be taken outside the average. The result is

Σ_n [ T k² δ_mn + (ħ/m₀) p_mn·k + h_mn(z) ] φ_n = E φ_m,

where p_mn is the cell average of U_m p U_n, and h_mn is that of U_m (p²/2m₀ + V) U_n. The numbers p_mn are the same everywhere because the functions U_n are the same everywhere. The material enters through h_mn(z).

In the well h_mn is diagonal. In the barrier, and in cells at the interface, it can have off-diagonal elements. I drop these and keep the diagonal ones as local band edges: E_r(z) for the remote bands and a common value for X, Y and Z. Momentum coupling between different remote bands is also dropped. It would first appear in a term with three factors of momentum, beyond the second order sought here.

Spin-orbit coupling is kept among the valence orbitals as (Δ/3) L·σ, with (L_i)_jl = −iε_ijl and σ the Pauli matrices. Since σ = 2S, for total angular momentum j

L·σ = j(j+1) − l(l+1) − s(s+1), with l = 1 and s = 1/2.

This equals 1 for j = 3/2 and −2 for j = 1/2. If E_v(z) denotes the valence-band top, the orbital energy must be E_v − Δ/3, so that the two levels lie at E_v and E_v − Δ.

### (b) Use cubic symmetry to find which momentum components connect X, Y and Z to each class of remote state.

**Solution.** Between real functions, p_mn is imaginary, and integration by parts makes it antisymmetric in m and n. Multiplying every remote function by i makes the valence-remote elements real. The coupling is then

H_αr = Σ_i c_r C_αr,i k_i,

with c_r a real strength and C_αr,i a pure number. For a fixed remote state, C is a 3×3 array in α and i. Both indices transform as a vector under the tetrahedral group. Each operation of this group permutes the axes and changes signs, so it never mixes diagonal with off-diagonal arrays, nor symmetric with antisymmetric ones. The nine independent arrays therefore fall into four sets:

- the unit array, of type Γ1, one state;
- traceless diagonal arrays, of type Γ12, two states;
- symmetric off-diagonal arrays, of type Γ15, three states;
- antisymmetric arrays, of type Γ25, three states.

These sets are irreducible and mutually inequivalent. By Schur's lemma, each remote set couples through the array of its own type, with one strength. Other types of remote state do not couple to the valence orbitals through a single factor of momentum.

The arrays can be written as follows.

Γ1: C_αS,i = δ_αi

Γ12: C_αν,i = u^α_ν δ_αi, ν = 1, 2

Γ15: C_αb,i = |ε_αbi|

Γ25: C_αb,i = ε_αbi

The three vectors u^X, u^Y, u^Z have unit length and lie in a plane at 120° to each other. Their sum vanishes, which expresses tracelessness, and

u^α·u^α = 1, u^α·u^β = −1/2 for α ≠ β.

I write the strengths as c_r² = T S_r, where S_r is an energy. For Γ1, c_r = (ħ/m₀)|p|, which gives S = 2|p|²/m₀.

Momentum does not couple the valence orbitals among themselves in this model. The one tensor with three vector indices that the tetrahedral group allows is |ε_αβi|, which is symmetric in α and β, whereas p_αβ is antisymmetric. Its coefficient must vanish.

### (c) Eliminate the remote envelopes while the remote edges still depend on z. Identify the error of taking the elimination at one fixed energy.

**Solution.** The row of the coupled equations belonging to remote state r is

[E_r(z) + T k²] φ_r + Σ_β H_rβ φ_β = E φ_r.

Move the terms in φ_r to one side and invert the operator that multiplies it:

φ_r = [E − E_r(z) − T k²]⁻¹ Σ_β H_rβ φ_β.

The inverse is an operator inverse, since T k² and E_r(z) do not commute. Choose a fixed energy E₀ near the valence top and define

A = E₀ − E_r(z), B = T k² − (E − E₀).

Then E − E_r − T k² = A − B, and the identity

(A − B)⁻¹ = A⁻¹ + A⁻¹ B (A − B)⁻¹

can be checked by multiplying from the right by A − B. Keeping A⁻¹ alone neglects a part whose size relative to A⁻¹ is roughly

(|E − E₀| + T k²) / |E₀ − E_r|.

The first term is the energy dependence of the elimination, and the second is the kinetic energy of the remote envelope. Both are small when the remote gaps are large and the envelopes are smooth.

Now insert φ_r ≈ A⁻¹ Σ_β H_rβ φ_β into the valence row. The factor H_αr acts on everything to its right, including the function A⁻¹(z). The remote contribution is

H_αβ(remote) = Σ_r Σ_ij T S_r C_αr,i k_i [E₀ − E_r(z)]⁻¹ k_j C_βr,j.

The reciprocal gap stands between the two momenta. This position follows from the path of the electron: one momentum operator takes it from β to r, it propagates in band r with the local gap, and another momentum operator returns it to α.

The expression is Hermitian without any added symmetrization. Taking the adjoint reverses the order of the three factors and exchanges α with β, which reproduces the same formula.

### (d) Sum the four remote classes. Write the diagonal element H_XX and the off-diagonal element H_XZ.

**Solution.** Define four dimensionless functions of z:

F = S₁/(E₀ − E_Γ1), 2G = S₁₂/(E₀ − E_Γ12),

H₁ = S₁₅/(E₀ − E_Γ15), H₂ = S₂₅/(E₀ − E_Γ25).

They are negative for remote bands above E₀. The factor 2 in the definition of G will remove a factor 1/2 below.

For H_XX, each class contributes as follows, in units of T.

- Γ1 couples to X through k_x and gives k_x F k_x.
- Γ12 also couples through k_x. Since u^X·u^X = 1, it gives k_x 2G k_x.
- Γ15 has a state y coupled through k_z and a state z coupled through k_y. They give k_z H₁ k_z + k_y H₁ k_y.
- Γ25 has the same pairs with coefficients +1 and −1. The squares are equal, so it gives k_z H₂ k_z + k_y H₂ k_y.

With the free-electron term T k² added, and apart from the band edge and spin-orbit coupling,

H_XX = T [ k_x L k_x + k_y M k_y + k_z M k_z ],

L = 1 + F + 2G, M = 1 + H₁ + H₂.

The elements H_YY and H_ZZ follow by cyclic permutation, with L attached to the orbital's own axis.

For H_XZ, a remote state contributes if it couples to both X and Z.

- Γ1 couples to X through k_x and to Z through k_z. It gives k_x F k_z.
- Γ12 uses the same momenta with u^X·u^Z = −1/2. It gives −k_x G k_z.
- In Γ15, X couples to y and z, whereas Z couples to x and y. The shared state is y. It connects to X through k_z and to Z through k_x, and gives k_z H₁ k_x.
- In Γ25 the shared state is again y. The coefficients are ε_xyz = 1 for X and ε_zyx = −1 for Z, so it gives −k_z H₂ k_x.

Collecting terms,

H_XZ = T [ k_x N₊ k_z + k_z N₋ k_x ],

N₊ = F − G, N₋ = H₁ − H₂.

The adjoint element is

H_ZX = T [ k_z N₊ k_x + k_x N₋ k_z ].

This is the Burt-Foreman ordering. In N₊ terms, the momentum on the left belongs to the axis of the left orbital; in N₋ terms, it belongs to the axis of the right orbital. The two placements have different physical origins. An s-like remote state is reached from Z by motion along z, whereas the shared Γ15 state is reached from Z by motion along x.

### (e) Take the homogeneous limit and relate L, M, N₊ and N₋ to the Luttinger parameters. What does the bulk Hamiltonian fail to determine?

**Solution.** In a homogeneous crystal without a magnetic field, all parameters are constants and all momenta commute. Then

H_XZ = T N k_x k_z, N = N₊ + N₋.

For k along [001], X and Y have energy T M k² and Z has T L k², relative to the band edge. Near the band top, where T k² terms are small compared with Δ, these energies may be averaged in the j = 3/2 states. The heavy hole (X + iY)/√2 contains no Z. The light hole has weight 2/3 in Z and 1/3 in X and Y together. The definitions of γ₁ and γ₂ give

M = −(γ₁ − 2γ₂), (2L + M)/3 = −(γ₁ + 2γ₂).

Adding the equations gives (2L + 4M)/3 = −2γ₁. Subtracting the first from the second gives 2(L − M)/3 = −4γ₂. Hence

γ₁ = −(L + 2M)/3, γ₂ = −(L − M)/6.

For k along [111], each squared component is k²/3. Every diagonal element is T k²(L + 2M)/3 and every off-diagonal element is T k²N/3. An orbital perpendicular to k has coefficients that sum to zero, so the off-diagonal part multiplies it by −T k²N/3. The heavy hole for this direction is made of perpendicular orbitals, and its energy defines γ₃:

−γ₁ − N/3 = −(γ₁ − 2γ₃), so γ₃ = −N/6.

The three Luttinger parameters fix L, M and N. They do not fix N₊ and N₋ separately: replacing N₊ by N₊ + c and N₋ by N₋ − c leaves every bulk energy in this second-order model unchanged at zero magnetic field. In a magnetic field the momenta no longer commute, and the Landau levels depend on N₊ − N₋ as well.

This determines the order in which the steps must be taken. The remote edges must be functions of z, and k_z an operator, when the remote bands are eliminated; the position-dependent mass parameters then result from the elimination. If the elimination is first done in a homogeneous crystal, N₊ and N₋ merge into N. Making N depend on z afterwards requires an ordering rule that the zero-field bulk Hamiltonian cannot supply.

## Second half: what the ordering changes

The second half uses these results. T = ħ²/2m₀, k_z = −i d/dz, and k_x and k_y are numbers. The valence orbitals are X, Y and Z. After elimination at energy E₀,

H_XX = T [ k_x L k_x + k_y M k_y + k_z M k_z ],

H_XZ = T [ k_x N₊ k_z + k_z N₋ k_x ],

with cyclic forms for the other elements. The parameters are L = 1 + F + 2G, M = 1 + H₁ + H₂, N₊ = F − G and N₋ = H₁ − H₂. Here F, 2G, H₁ and H₂ are coupling strengths S divided by E₀ − E_r(z), for remote Γ1, Γ12, Γ15 and Γ25 states. The bulk Hamiltonian at zero magnetic field contains only N = N₊ + N₋. The valence top is E_v(z) and the spin-orbit splitting is Δ.

### (f) Symmetrization replaces both N₊ and N₋ by N/2. Find the operator by which the two Hamiltonians differ, and the matching conditions at an abrupt interface.

**Solution.** Let D = (N₊ − N₋)/2. Then N₊ − N/2 = D and N₋ − N/2 = −D. The difference, Burt-Foreman minus symmetrized, in the XZ element is

δH_XZ = T k_x (D k_z − k_z D).

Apply it to a function f(z). Since k_z(Df) = −iD′f + D k_z f, the terms in k_z f cancel and

δH_XZ = i T k_x D′(z).

The YZ element is i T k_y D′(z) by the same steps. The XY element has no difference because k_x and k_y commute with functions of z, and the diagonal elements are ordered alike in both forms. With (L_y)_XZ = i and (L_x)_YZ = −i, the whole difference is

δH = T D′(z) (k_x L_y − k_y L_x).

It couples in-plane motion to orbital angular momentum where the material changes. At an abrupt interface, D′ becomes a delta function multiplied by the jump of D. The difference vanishes for k_x = k_y = 0, and also if D is uniform, even when L, M and N vary. Otherwise the two Hamiltonians are different operators.

For the matching conditions, integrate the X row across an abrupt interface with continuous envelopes. The terms with k_z on the far left are total derivatives; the remaining terms are finite and contribute nothing as the interval shrinks. Therefore

M k_z φ_X + N₋ k_x φ_Z is continuous.

In the Z row, the terms with k_z on the left come from H_ZZ, H_ZX and H_ZY, and

L k_z φ_Z + N₊ (k_x φ_X + k_y φ_Y) is continuous.

Symmetrization puts N/2 in both conditions. It thus changes how heavy and light components are mixed at the interface, although both crystals keep their bulk dispersions.

Eliminating the remote bands while their edges still depend on z has fixed the Burt-Foreman ordering, which differs from the symmetrized form by an interface term proportional to the in-plane wavevector. It remains to find how this term changes the subband energies, to test both orderings against explicit remote bands, and to compare the effect with others left out of the model.
